# Symmetrizing a Hopping Table by Group Averaging, Tested on Noisy hcp

Without spin–orbit coupling and with time-reversal symmetry, a hexagonal close-packed crystal has bands that must touch at K and pair up over the whole face $k_z=\pi/c$ of its Brillouin zone. A hopping table for the same crystal, obtained by a numerical construction of localized orbitals, may obey the crystal symmetry only approximately. Equivalent bonds then carry slightly different hoppings, and the touching bands split. The question is how to replace the table by a symmetric one while changing it as little as possible.

## Table and conventions

Let $|\mathbf R s m\rangle$ be orthonormal real orbitals: $m$ labels the orbital, $s$ the atom at fractional position $\tau_s$, and $\mathbf R$ the integer cell vector. The crystal is spinless. The table consists of the blocks

$$[H_{ss'}(\mathbf R)]_{mm'}=\langle \mathbf 0\,s\,m|H|\mathbf R\,s'm'\rangle ,\qquad H_{ss'}(\mathbf R)=H_{s's}(-\mathbf R)^\dagger .$$

With Bloch sums $|\mathbf k s m\rangle=\sum_{\mathbf R}e^{2\pi i\mathbf k\cdot\mathbf R}|\mathbf R s m\rangle$, up to normalization, the Bloch matrix is $H(\mathbf k)=\sum_{\mathbf R}H(\mathbf R)e^{2\pi i\mathbf k\cdot\mathbf R}$. Here $\mathbf k$ is a row of fractional components. For real orbitals, time reversal is complex conjugation, so a time-reversal symmetric table is real.

A space-group operation $g=\{W|w\}$ acts on fractional coordinates as $x\mapsto Wx+w$. The columns of $L$ are the lattice vectors, so the Cartesian rotation is $Q=LWL^{-1}$.

## Finding the operations

The rotation part must preserve all lengths. Since $|Lx|^2=x^TL^TLx$, this requires

$$W^TGW=G,\qquad G=L^TL .$$

For the hcp cell used below it is enough to search integer matrices with entries $-1,0,1$. An in-plane lattice vector of length $a$ can go only to $\pm a_1,\pm a_2,\pm(a_1+a_2)$, and $a_3$ only to $\pm a_3$, because no other lattice vector has the length $c=1.6a$.

Atom 0 must land on some atom $t$ of the same species, which leaves the candidates $w=\tau_t-W\tau_0$ modulo integers. A candidate is kept if every atom lands on an atom of its own species. In a primitive cell each $W$ has at most one such $w$: two of them would differ by a translation that maps the crystal onto itself, hence by a lattice vector. For hcp the search gives 24 operations.

Each operation defines an atom map and an integer cell shift $T_s$:

$$W\tau_s+w=\tau_{g(s)}+T_s .$$

An atom in cell $\mathbf R$ therefore moves to $W(\mathbf R+\tau_s)+w=(W\mathbf R+T_s)+\tau_{g(s)}$, that is, to cell $W\mathbf R+T_s$.

## Orbital matrices

A rotated function is $(gf)(\mathbf r)=f(Q^{-1}\mathbf r)$, with $\mathbf r$ measured from the atom. An $s$ orbital is unchanged. A $p$ orbital has angular part $r_j$, and

$$r_j\mapsto (Q^T\mathbf r)_j=\sum_i r_i\,Q_{ij},$$

so $D=Q$. A $d$ orbital is written $\mathbf r^Tt_j\mathbf r$, where the five symmetric traceless matrices $t_j$ satisfy $\mathrm{tr}(t_it_j)=\delta_{ij}$. Rotation gives $\mathbf r^T(Qt_jQ^T)\mathbf r$. The new matrix is again symmetric and traceless, so it expands in the $t_i$ with coefficients

$$D_{ij}=\mathrm{tr}(t_i\,Q\,t_j\,Q^T).$$

Rotation preserves the trace product, so $D$ is real and orthogonal. With common Cartesian axes on all atoms,

$$U_g|\mathbf R s m\rangle=\sum_n|W\mathbf R+T_s,\,g(s),\,n\rangle D_{nm}.$$

If the orbitals on atom $s$ are instead defined in local axes through an orthogonal matrix $B_s$, $|\tilde m\rangle=\sum_n|n\rangle (B_s)_{nm}$, then $D$ is replaced by $\tilde D_s=B_{g(s)}^TDB_s$. This matrix may differ between the two ends of a bond.

## Action on a block

Multiply the last equation for $U_g$ by $D_{n'm}$ and sum over $m$. Since $DD^T=1$,

$$U_g^{-1}|W\mathbf R+T_s,g(s),n\rangle=\sum_m D_{nm}|\mathbf R s m\rangle .$$

Now take the matrix element of $U_gHU_g^{-1}$ between the images of atom $s$ in cell $\mathbf 0$ and atom $s'$ in cell $\mathbf R$. The two inverse operators act on the bra and the ket and give $\sum_{mm'}D_{nm}[H_{ss'}(\mathbf R)]_{mm'}D_{n'm'}$. The image atoms lie in cells $T_s$ and $W\mathbf R+T_{s'}$, and only their difference labels the block:

$$(gH)_{g(s)g(s')}(W\mathbf R+T_{s'}-T_s)=D\,H_{ss'}(\mathbf R)\,D^T .$$

Adding a lattice vector $N$ to $w$ adds $N$ to every $T_s$ and leaves the difference unchanged. One representative of each operation modulo lattice translations is therefore sufficient.

## The average is the nearest symmetric table

Define

$$PH=\frac1{|G|}\sum_{g}gH ,$$

where $|G|$ is now the number of operations. The product of two representatives equals a third one up to a lattice translation, which does nothing to a table. Hence $h(PH)=|G|^{-1}\sum_g(hg)H=PH$, because $hg$ runs through the group once. The result is symmetric, and averaging again changes nothing: $P^2=P$.

Use the inner product $\langle A,B\rangle=\sum_{\text{blocks}}\mathrm{tr}(A^\dagger B)$. An operation permutes blocks and sends $A\to DAD^T$, and $\mathrm{tr}(DA^\dagger D^TDBD^T)=\mathrm{tr}(A^\dagger B)$. Each action is thus orthogonal, its adjoint is its inverse, and the sum over inverses is the same sum. So $P$ is self-adjoint, an orthogonal projector. For any symmetric table $H_0=PH_0$,

$$H-H_0=(1-P)H+P(H-H_0).$$

The two terms are orthogonal since $(1-P)P=0$, so

$$\|H-H_0\|^2=\|H-PH\|^2+\|PH-H_0\|^2 .$$

The first term on the right does not depend on $H_0$, and the second vanishes for $H_0=PH$. This proves that $PH$ is the nearest symmetric table in this norm. If $H_0$ is an underlying symmetric model, the equation also shows that averaging cannot increase the distance to it.

Hermiticity survives because $(DAD^T)^\dagger=DA^\dagger D^T$ while the reversed bond maps to the reversed image. Reality survives because $D$ is real. For a time-reversal symmetric crystal with a slightly complex table in this real basis, one takes the real part as well.

## Pseudocode and cost

```
input: table[s, s2, R], lattice L, positions tau
absorb any bond weights into the table
ops = []
for W with W^T G W = G:
    for each atom t of the species of atom 0:
        w = tau[t] - W tau[0]  (mod 1)
        if every atom lands on an atom of its species:
            store W, atom map, shifts T, D(L W L^-1)
out = empty table, missing blocks read as zero
for op in ops:
    for (s, s2, R), block in table:
        R_new = W R + T[s2] - T[s]
        out[map[s], map[s2], R_new] += D block D^T / len(ops)
return out
```

For $N_b$ blocks of size $q\times q$ there are $|G|N_b$ block rotations. Each takes two dense products, about $4q^3$ floating-point operations. The example has $24\times38=912$ rotations with $q=9$, hence about $2.7\times10^6$ operations. Storage is two tables plus the small operation data. No diagonalization is needed.

The arithmetic is stable, since the matrices are orthogonal and the weights are positive and sum to one. The delicate part is discrete: $T_s$ comes from rounding. If the atomic positions violate the symmetry by more than the matching tolerance, operations are lost. The positions should be symmetrized first, and the operation list checked for closure under multiplication.

## How many parameters remain

For real tables, let $\theta$ replace each block by the transpose of its reversed partner. The projector onto Hermitian tables is $(1+\theta)/2$. It commutes with $P$, so the number of free parameters is the trace of their product:

$$n=\frac1{2|G|}\sum_g\left[\mathrm{tr}\,g+\mathrm{tr}\,(g\theta)\right].$$

A block contributes to $\mathrm{tr}\,g$ if $g$ maps its bond to itself. The coefficient of $A_{ij}$ in $(DAD^T)_{ij}$ is $D_{ii}D_{jj}$, and the sum over $i,j$ is $\chi(g)^2$ with $\chi=\mathrm{tr}D$. A block contributes to $\mathrm{tr}(g\theta)$ if $g$ reverses its bond. The coefficient of $A_{ij}$ in $(DA^TD^T)_{ij}$ is $D_{ij}D_{ji}$, and the sum is $\mathrm{tr}D^2=\chi(g^2)$. Thus

$$n=\frac1{2|G|}\sum_g\sum_{\text{bonds}}\left[\chi(g)^2\delta_{\text{fixed}}+\chi(g^2)\delta_{\text{reversed}}\right].$$

On-site blocks count as bonds that are their own reverse.

If the error is the Hermitian part of independent entries with variance $\sigma^2$, its expected squared norm is $\sigma^2$ times the trace of the projector applied. This is $\sigma^2n_H$ before averaging, where $n_H$ is the count for the identity alone, and $\sigma^2n$ after it. The root-mean-square hopping error after averaging is therefore $\sqrt{n/n_H}$ times its value before, with both mean squares taken over the noise.

## Which degeneracies must return

Substitute the block rule into the Bloch matrix of a symmetric table at $\mathbf k'=\mathbf kW^{-1}$. Since $\mathbf k'W=\mathbf k$,

$$H_{g(s)g(s')}(\mathbf k')=e^{-2\pi i\mathbf k'\cdot T_s}\,D\,H_{ss'}(\mathbf k)\,D^T\,e^{2\pi i\mathbf k'\cdot T_{s'}} .$$

This is a unitary change of basis, so $E(\mathbf kW^{-1})=E(\mathbf k)$. When $\mathbf k'$ equals $\mathbf k$ up to a reciprocal vector, the same unitary matrix commutes with $H(\mathbf k)$ and can enforce degeneracies.

Take hcp with $\tau_0=(\tfrac13,\tfrac23,\tfrac14)$, $\tau_1=(\tfrac23,\tfrac13,\tfrac34)$ and nine orbitals per atom. The site group $D_{3h}$ leaves $s$, $p_z$, $d_{z^2}$ as one-dimensional sets and makes pairs of $(p_x,p_y)$, $(d_{xy},d_{x^2-y^2})$ and $(d_{xz},d_{yz})$.

**Γ.** The point group is $D_{3h}$ times inversion, and inversion exchanges the atoms. Each site set appears once in an even and once in an odd combination. This gives 6 singlets and 6 doublets.

**K**, $\mathbf k=(\tfrac13,\tfrac13,0)$. The threefold rotation $(x,y,z)\mapsto(-y,x-y,z)$ has shifts $T_0=(-1,-1,0)$ and $T_1=(-1,0,0)$. The phases $e^{-2\pi i\mathbf k\cdot T_s}$ are $\omega^2$ and $\omega$, with $\omega=e^{2\pi i/3}$. An orbital $e^{im\varphi}$ adds $\omega^{-m}$. One-dimensional sets thus have eigenvalues $\omega^2$ on atom 0 and $\omega$ on atom 1. Paired sets have $\{1,\omega\}$ and $\{1,\omega^2\}$. The twofold rotation $(x,y,z)\mapsto(y,x,-z)$ keeps K, exchanges the atoms and inverts the threefold rotation. It therefore makes $\omega$ and $\omega^2$ states degenerate, while states with eigenvalue 1 can be singlets. The count is 3 doublets from the one-dimensional sets, and 3 doublets with 6 singlets from the pairs.

**M**, $\mathbf k=(\tfrac12,0,0)$. The little co-group $D_{2h}$ is abelian with real characters. Its representation has no extra phases, because the fractional translations lie along $z$ and the reciprocal vectors involved lie in the plane. All 18 levels may be singlets.

**The face $k_z=\pi/c$.** Let $\Theta$ be time reversal times the twofold screw $\{C_{2z}|0,0,\tfrac12\}$. The screw reverses $k_x,k_y$, and time reversal reverses all components, so $\Theta$ keeps every point of this face up to a reciprocal vector. Its square is the translation by $a_3$, which gives $e^{-2\pi i/2}=-1$. For an antiunitary operator $\langle\Theta a|\Theta b\rangle=\langle b|a\rangle$. Setting $a=\Theta\psi$, $b=\psi$ gives $-\langle\psi|\Theta\psi\rangle=\langle\psi|\Theta\psi\rangle$, so this overlap is zero. Thus $\psi$ and $\Theta\psi$ are two different states of equal energy, and every band is paired. At L and H this accounts for 9 doublets.

**A**, $\mathbf k=(0,0,\tfrac12)$. The mirror $z\mapsto-z+\tfrac12$ has shift 0 on atom 0 and $-1$ along $z$ on atom 1, hence an extra sign $-1$ on atom 1. Inversion exchanges the atoms without changing the orbital's parity in $z$, so it anticommutes with the mirror. It links states of opposite mirror eigenvalue, but keeps the threefold eigenvalue. The antiunitary $\Theta$ then links $\omega$ to $\omega^2$. The 12 states from the paired sets form 3 quartets, and the 6 others form 3 doublets.

These arguments give the enforced minimum. Diagonalizing the averaged table tests whether the levels have these multiplicities and no larger ones.

## The noisy hcp model

The parameters are $a=3$ Å, $c/a=1.6$ and cutoff $1.5a=4.5$ Å. Each atom has one on-site block and three shells of six neighbours, at 2.96, 3.00 and 4.21 Å. On-site energies are $-6$, $-2$ and $-4$ eV for $s$, $p$ and $d$. The clean hopping is $1.5\,S_{ij}(E_i+E_j)/2$, with $S_{ij}$ the overlap of normalized Gaussian orbitals of exponent $0.6$ Å$^{-2}$. Overlap is then neglected in the eigenproblem. For two $s$ orbitals in the plane $S=e^{-0.6\times9/2}=0.0672$, and the hopping is $1.5\times(-6)\times0.0672=-0.605$ eV. The noise is the Hermitian part of independent entries with $\sigma=0.05$ eV.

The sixfold screw $(x,y,z)\mapsto(x-y,x,z+\tfrac12)$ shows the bookkeeping:

$$\tau_0\mapsto(-\tfrac13,\tfrac13,\tfrac34)=\tau_1+(-1,0,0),\qquad
\tau_1\mapsto(\tfrac13,\tfrac23,\tfrac54)=\tau_0+(0,0,1).$$

The bond from atom 0 to atom 1 with $\mathbf R=\mathbf 0$ becomes a bond from atom 1 to atom 0 with $\mathbf R=(0,0,1)-(-1,0,0)=(1,0,1)$. As a check, the bond vector $(\tfrac13,-\tfrac13,\tfrac12)$ rotates to $(\tfrac23,\tfrac13,\tfrac12)$, which equals $\tau_0-\tau_1+(1,0,1)$. Without the shifts the image would be $(-\tfrac13,\tfrac13,-\tfrac12)$, a bond of the right length in the wrong direction. For this particular bond the length does not reveal the error. For others it does: the 2.96 Å bond from atom 0 to atom 1 with $\mathbf R=(-1,0,0)$ would be sent to $(-\tfrac43,-\tfrac23,-\tfrac12)$, of length 4.21 Å.

The clean table is built without the group or the matrices $D$. Averaging changes it by $4\times10^{-15}$ eV at most. With the cell shifts omitted, the largest change is 1.35 eV.

For $s$ orbitals $D=1$, and averaging is a plain mean. The three independent in-plane hoppings of atom 0 are $-0.638$, $-0.664$ and $-0.579$ eV, with mean $-0.627$ eV. The averaged value is $-0.623$ eV because the three bonds of atom 1 enter too. It still differs from the clean $-0.605$ eV by 18 meV. This is the part of the noise common to all equivalent bonds, which symmetry cannot identify as an error.

The 38 blocks hold $38\times81=3078$ entries. For the identity all bonds are fixed, and the two on-site blocks are also reversed, so $n_H=(3078+2\times9)/2=1548$. The full group leaves $n=89$, which equals the rank of 160 averaged random tables. Their mean squared norm is $90.2\,\sigma^2$, against the predicted $89\,\sigma^2$.

The predicted error ratio is $\sqrt{89/1548}=0.240$. In the worked example the hopping error falls from 35.0 to 7.2 meV, a ratio of 0.206. For Gaussian noise the remaining squared norm in units of $\sigma^2$ has mean 89 and standard deviation $\sqrt{2\times89}\approx13$. Here it is $3078\times(7.217/50)^2\approx64$, a low draw by nearly two standard deviations.

The band error, relative to the clean bands at 40 random points, falls less: from 118 to 46 meV. The ratio $\sqrt{n/n_H}$ was derived for the hoppings and makes no prediction for the band energies.

## Splittings and their reading

The averaged table has the predicted multiplicities at all six points:

| Point | Singlets, doublets, quartets | Noisy spread (meV) |
|---|---|---|
| Γ | 6, 6, 0 | 343 |
| M | 18, 0, 0 | – |
| K | 6, 6, 0 | 290 |
| A | 0, 3, 3 | 583 |
| L | 0, 9, 0 | 369 |
| H | 0, 9, 0 | 284 |

The spread is the largest width of a group of noisy levels, grouped in energy order by the multiplicities of the averaged table. The noise exceeds many of the gaps, so levels of neighbouring multiplets cross and mix, and such a group need not be one split multiplet. The number shows that the degeneracies are broken, but it need not be the largest splitting of a multiplet. After averaging the spread is below $10^{-10}$ meV everywhere, while distinct levels at these points are at least 8 meV apart. The classification is therefore not a matter of tolerance.

At K the lowest doublet of the clean model lies at $-14.190$ eV. Noise splits it into $-14.320$ and $-14.031$ eV, and averaging gives a doublet at $-14.153$ eV. The degeneracy is exact to rounding, but the energy is 38 meV from the clean value. The centre of the noisy pair, $-14.176$ eV, is closer. To first order in the noise the centre moves by half the trace of the error matrix over the clean doublet. Operations that keep K leave this trace unchanged. The others send K to $-$K, where a real table has the complex-conjugate Bloch matrix and hence the same trace. Averaging therefore leaves the first-order shift of the centre, about 38 meV here, as it was. The noisy pair has in addition a larger second-order shift, downward for the lowest levels, which in this draw partly cancels the first-order one. Averaging reduces the error of the whole table, but it need not improve the mean energy of a multiplet.

Time reversal is a separate ingredient. At the general face point $(0.13,0.29,0.5)$ the largest pair splitting is 340 meV in the noisy table and zero to rounding in the averaged real one. A table with complex noise, averaged over the same 24 operations, still splits by 106 meV, although its bands obey the space-group relation $E(\mathbf kW^{-1})=E(\mathbf k)$. The space group alone does not protect the pairing at such a point. At A, L and H, by contrast, the space group alone gives the counts found above. The mirror $z\mapsto-z+\tfrac12$ anticommutes with inversion at A and L. At H it anticommutes with the twofold rotation $(x,y,z)\mapsto(y,x,-z)$, which exchanges the atoms and keeps the parity in $z$. This forces pairs at all three points. At A the same twofold rotation inverts the threefold one and links $\omega$ to $\omega^2$, so the quartets also survive without time reversal.

## Failure modes

**Incomplete shells.** If the table contains only $p$ of $q$ equivalent $s$–$s$ bonds, each with hopping $t$, the missing ones enter as zeros and the average is $pt/q$. The result is perfectly symmetric and too weak. A cutoff by distance keeps whole shells; a box of cell vectors need not. If the missing bonds are absent from the table, an output with more blocks than the input reveals the problem. If they are stored as zero blocks, the count does not change, and only the size of $\|H-PH\|$ can warn.

**Wrong orbital character.** The matrices $D$ assume complete shells with the stated axes. If the localized orbitals are mixed or displaced from the atoms, averaging imposes a symmetry representation that they do not have. A large $\|H-PH\|$ compared with the expected numerical error is a warning, but a small one does not prove the character right. A table of $p_z$ orbitals alone, mislabelled as $s$, passes unchanged: each operation multiplies both ends of a bond by the same sign, which cancels in $DAD^T$.

**Wrong group.** Averaging over operations that a distortion or magnetic order has broken removes real physics together with the noise. Spin–orbit coupling needs spinor matrices, with $D^\dagger$ in place of $D^T$, and time reversal then squares to $-1$. The degeneracy counts above do not carry over.

The full values are listed in the numerical output below.

## Values computed for the example and the checks

```
a = 3.00 angstrom, c/a = 1.60, cutoff = 4.50 angstrom
Gaussian exponent = 0.60 per angstrom^2, hopping factor = 1.5
on-site s, p, d = -6.0, -2.0, -4.0 eV; noise sigma = 0.05 eV
operations: 24  blocks: 38  orbitals per cell: 18
shell distance 0.0000 angstrom: 1 blocks per atom
shell distance 2.9597 angstrom: 6 blocks per atom
shell distance 3.0000 angstrom: 6 blocks per atom
shell distance 4.2143 angstrom: 6 blocks per atom
sixfold screw W = [[1, -1, 0], [1, 0, 0], [0, 0, 1]]  w = [0.0, 0.0, 0.5]
screw: atom 0 -> atom 1, cell shift [-1, 0, 0]
screw: atom 1 -> atom 0, cell shift [0, 0, 1]
screw: bond (0,1,(0,0,0)) -> (1, 0, (1, 0, 1))
change of clean table by averaging = 4.4e-15 eV
same with cell shifts omitted = 1.3510 eV
s-s hopping atom 0, R=(-1, -1, 0): noisy -0.63786, averaged -0.62331 eV
s-s hopping atom 0, R=(-1, 0, 0): noisy -0.66397, averaged -0.62331 eV
s-s hopping atom 0, R=(0, -1, 0): noisy -0.57890, averaged -0.62331 eV
s-s hopping atom 0, R=(0, 1, 0): noisy -0.57890, averaged -0.62331 eV
s-s hopping atom 0, R=(1, 0, 0): noisy -0.66397, averaged -0.62331 eV
s-s hopping atom 0, R=(1, 1, 0): noisy -0.63786, averaged -0.62331 eV
clean in-plane s-s hopping = -0.60485 eV
free parameters: Hermitian 1548, symmetric 89
rank of 160 averaged random tables = 89
mean square of averaged noise / sigma^2 = 90.19
predicted rms error ratio = 0.2398
rms error ratio in this example = 0.2061
rms hopping error: noisy 35.009, averaged 7.217 meV
rms band error: noisy 117.72, averaged 45.78 meV
energy change under k rotation: noisy 278.75 meV, averaged 1.1e-11 meV
point, (singlets, doublets, quartets), largest multiplet spread in meV:
  Gamma: (6, 6, 0), noisy 343.33, averaged 2.2e-12
  M: (18, 0, 0), noisy 0.00, averaged 0.0e+00
  K: (6, 6, 0), noisy 289.51, averaged 8.9e-12
  A: (0, 3, 3), noisy 582.63, averaged 5.3e-12
  L: (0, 9, 0), noisy 369.23, averaged 6.8e-12
  H: (0, 9, 0), noisy 284.39, averaged 1.6e-11
smallest gap between distinct levels there = 8.156 meV
lowest K doublet, clean: -14.19049, -14.19049 eV
lowest K doublet, noisy: -14.32047, -14.03096 eV
lowest K doublet, averaged: -14.15251, -14.15251 eV
zone-face test point k = [0.13, 0.29, 0.5]
largest pair splitting: noisy 339.54 meV, averaged real 7.1e-12 meV
averaged table without time reversal: 105.621 meV
```
